# Choosing the support and phase references in Bragg strain retrieval

A phase retrieval fits the diffraction moduli of a simulated gold crystal with a relative misfit of \(3\times10^{-16}\), yet gives a relative strain of \(+3.2\times10^{-4}\) in the lowest layer, where the crystal has \(-4.5\times10^{-4}\). The fit is perfect to rounding and the strain map is wrong. The cause is the support setting: the outline was supplied rotated by 180° in the plane of the slice, and the intensity could not object.

This guide treats that setting of a phase-retrieval program, the region in which the object may be nonzero, together with the choices of twin, phase ramp and constant phase that must follow before strain is calculated.

## What the intensity contains

Let atoms of scattering strength \(a\) sit at \(\mathbf R_j+\mathbf u_j\), where \(\mathbf R_j\) belongs to an undistorted reference lattice. In the kinematic approximation each photon scatters once, and for full coherence the amplitudes add:
\[
A(\mathbf Q)=a\sum_j e^{-i\mathbf Q\cdot(\mathbf R_j+\mathbf u_j)},\qquad \mathbf Q=\mathbf G+\mathbf q .
\]
Expanding the exponent gives four terms. Since \(\mathbf G\cdot\mathbf R_j\) is a multiple of \(2\pi\), its factor is one. Dropping the small term \(\mathbf q\cdot\mathbf u_j\) leaves
\[
A\simeq a\sum_j e^{-i\mathbf G\cdot\mathbf u_j}e^{-i\mathbf q\cdot\mathbf R_j}.
\]
Take \(\mathbf G\) along \(z\), group the atoms into voxels of edge \(p\), and write \(s\) for the crystal shape. Up to a constant factor, the effective object is
\[
f(\mathbf r)=s(\mathbf r)e^{i\phi(\mathbf r)},\qquad \phi=-Gu_z,\qquad
I(\mathbf q)=\Big|\sum_{\mathbf r}f(\mathbf r)e^{-i\mathbf q\cdot\mathbf r}\Big|^2 .
\]
One reflection therefore gives one displacement component, and its \(z\) derivative is \(\varepsilon_{zz}\).

The example is a gold ridge seen in the 111 reflection, 192 nm wide at its base and 128 nm high, with sloping sides of different steepness. It is uniform along its length, so a central slice of reciprocal space gives a two-dimensional problem. The chosen displacement is
\[
u_z=-\varepsilon_0\lambda e^{-z/\lambda}(1+x/w),\qquad
\varepsilon_{zz}=\varepsilon_0e^{-z/\lambda}(1+x/w),
\]
with \(\varepsilon_0=-10^{-3}\), \(\lambda=50\) nm and \(w=200\) nm; \(x\) is measured from the middle of the base. This is a test field, not a solution of the elastic equations.

An explicit sum over atoms filling the same voxels was compared with the voxel object at 25 points, out to six pixels from the origin along each axis. After allowance for the finite voxel width, the moduli differed by at most 0.2% of the peak amplitude. The neglected \(\mathbf q\cdot\mathbf u\) term changed the amplitude by at most 0.08% of the peak.

## What the support setting does

Let \(\mathcal F\) be the unitary discrete Fourier transform, \(F=\mathcal Ff=|F|e^{i\theta}\), and \(m=\sqrt I\) the measured modulus in the same normalization. Two projections are used:
\[
P_Mf=\mathcal F^{-1}(me^{i\theta}),\qquad
P_Sf=\begin{cases}f&\text{inside the support}\\0&\text{outside.}\end{cases}
\]
Both give a nearest point in their set. For \(P_S\) this is evident. For \(P_M\), the squared distance from \(F\) to \(me^{i\alpha}\) is \(|F|^2+m^2-2m|F|\cos(\theta-\alpha)\), which is smallest at \(\alpha=\theta\).

Alternating them gives \(f'=P_SP_Mf\). Define \(D(f)=\|f-P_Mf\|=\||F|-m\|\). For \(f\) already in the support,
\[
D(f')\le\|f'-P_Mf\|\le\|f-P_Mf\|=D(f).
\]
The first inequality holds because \(P_Mf\) has the right moduli but need not be the nearest such object to \(f'\). The second holds because \(f'\) is the nearest point in the support to \(P_Mf\), while \(f\) is another point in the support. The misfit cannot rise, but it need not reach zero.

The same step is a gradient step. Let \(E=\tfrac12\sum(|F|-m)^2\), and change \(f\) by \(h\) within the support. Where \(|F|\ne0\), \(d|F|=\mathrm{Re}(e^{-i\theta}\mathcal Fh)\), so
\[
\begin{aligned}
dE&=\sum(|F|-m)\,\mathrm{Re}(e^{-i\theta}\mathcal Fh)\\
&=\mathrm{Re}\langle F-me^{i\theta},\mathcal Fh\rangle\\
&=\mathrm{Re}\langle f-P_Mf,h\rangle
=\mathrm{Re}\langle f-P_SP_Mf,h\rangle .
\end{aligned}
\]
The third expression uses unitarity; the last uses the fact that \(h\) vanishes outside the support. The gradient is \(f-P_SP_Mf\), and subtracting it gives \(P_SP_Mf\). Momentum can therefore speed up the alternation. It should be reset when the latest move has a positive inner product with the gradient, because that move points uphill.

For the search far from a solution, the hybrid input-output step is useful. With \(g=P_Mf\), it sets \(f'=g\) inside the support and \(f'=f-\beta g\) outside. At a fixed point \(f'=f\), the outside rule gives \(g=0\) there. Then \(g\) has both the measured moduli and the required support, so it is a solution. This describes fixed points; it does not guarantee that the iteration finds one.

In the example, 200 plain alternations from random complex values lowered the relative misfit from 1.02 to 0.049. A run of 300 hybrid steps with \(\beta=0.9\), followed by 1000 alternations with momentum, reached \(3\times10^{-16}\) on its first start. That run began from uniform amplitude and phases within 0.5 rad of zero. Start, method and number of steps all differ, so the comparison does not isolate the benefit of the hybrid step.

## How firmly the support fixes the answer

Near a noise-free solution, write the real and imaginary parts of \(h\) as one real vector. The map \(h\mapsto\mathrm{Re}(e^{-i\theta}\mathcal Fh)\) is then a real matrix \(B\). To leading order the gradient is \(B^TBh\), and one alternation gives
\[
h'=(1-B^TB)h .
\]
An eigenvalue \(\mu\) of \(B^TB\) multiplies its error component by \(1-\mu\) per step. A constant phase change has \(h=i\alpha f\), hence \(\mathrm{Re}(e^{-i\theta}i\alpha F)=\mathrm{Re}(i\alpha|F|)=0\), and so \(\mu=0\).

The example has 242 crystal voxels, or 484 real unknowns, and \(64^2=4096\) moduli. Its two smallest eigenvalues are zero to rounding and 0.124. With this support, the constant phase is thus the sole continuous freedom at first order. Discrete alternatives are not excluded by this local result.

The slowest relevant error is multiplied by \(1-0.124=0.876\) per plain step, so a factor of ten takes \(\ln10/(-\ln0.876)\simeq17\) steps. The plain run still had a misfit of 0.049 after 200 steps. It cannot have spent most of them in the linear neighbourhood of the solution. Whether it was trapped or was still approaching is not decided by these numbers.

An outline with inversion symmetry shows how this security can fail. Let \(s\) and a small phase \(\phi\) both be real and even. Then \(f\simeq s(1+i\phi)\), and the transforms \(S\) of \(s\) and \(\Phi\) of \(s\phi\) are real. Thus
\[
|F|^2=|S+i\Phi|^2=S^2+\Phi^2 .
\]
There is no first-order response to \(\phi\). If \(S\) is nonzero at every sampled point, the corresponding \(\mu\) tends to zero in the weak-phase limit. For an even phase of any size, \(f^*(-\mathbf r)\) has the same outline, the same intensity and the opposite phase, so the sign of the displacement cannot be found. An asymmetric outline removes this particular cancellation.

## Choosing the twin

Set \(g(\mathbf r)=f^*(-\mathbf r)\). Replacing \(\mathbf r\) by \(-\mathbf r\) in its transform gives
\[
\sum_{\mathbf r}f^*(-\mathbf r)e^{-i\mathbf q\cdot\mathbf r}
=\sum_{\mathbf r}f^*(\mathbf r)e^{i\mathbf q\cdot\mathbf r}=F^*(\mathbf q).
\]
The intensity is unchanged. The phase of \(g\) is \(-\phi(-\mathbf r)=Gu_z(-\mathbf r)\). Reading it with the same rule \(\phi=-Gu_z\) gives
\[
u_z^{\rm twin}(\mathbf r)=-u_z(-\mathbf r),\qquad
\varepsilon_{zz}^{\rm twin}(\mathbf r)=\varepsilon_{zz}(-\mathbf r).
\]
The derivative supplies a second minus sign, so strain keeps its sign but moves to the inverted position. The histogram of strain is the same for both twins; a claim about the substrate side is not.

The choice needs outside knowledge, such as an image showing which facet touches the substrate. Let \(T\) be one inside the known outline and zero elsewhere. For each candidate, calculate
\[
C=\max_{\mathbf t}\frac{\sum_{\mathbf r}|f(\mathbf r+\mathbf t)|T(\mathbf r)}{\|f\|\,\|T\|}.
\]
The maximizing shift also removes the translation, another change that leaves intensity unaltered. By the Cauchy-Schwarz inequality \(C\le1\). The inverted retrieval scored 0.727 and its twin 1.000, so the twin was taken. Its lowest-layer relative strain is \(-4.5\times10^{-4}\), which resolves the opening discrepancy. For a uniform crystal with a centrosymmetric outline the two scores are equal, and this method cannot choose.

## Removing the ramp without losing its meaning

A phase ramp is not an ambiguity when the origin of \(\mathbf q\) is known: multiplying \(f\) by \(e^{i\mathbf k\cdot\mathbf r}\) moves the intensity by \(\mathbf k\). It becomes ambiguous when that origin is uncertain. If a pixel labelled \(\mathbf q\) really records \(\mathbf q+\boldsymbol\delta\), then
\[
F(\mathbf q+\boldsymbol\delta)=\sum_{\mathbf r}\left[f(\mathbf r)e^{-i\boldsymbol\delta\cdot\mathbf r}\right]e^{-i\mathbf q\cdot\mathbf r}.
\]
The retrieved phase is \(-Gu_z-\boldsymbol\delta\cdot\mathbf r\). Its \(z\) derivative, divided by \(-G\), is the apparent strain
\[
\varepsilon_{\rm app}=\varepsilon_{zz}+\delta_z/G .
\]
For neighbouring voxels, calculate
\[
\Delta\phi=\arg[f(\mathbf r+p\hat{\mathbf z})f^*(\mathbf r)],\qquad
\varepsilon_{\rm rel}=-\frac{\Delta\phi-\overline{\Delta\phi}}{Gp},
\]
where the bar averages over all vertical pairs inside the crystal. The mean removed contains both the origin error and the real mean strain. Removing the horizontal ramp likewise removes the mean of \(\partial u_z/\partial x\), a tilt. In the limit of a uniformly strained crystal, the whole strain signal is in the ramp and the relative map is zero.

Here \(G=26.67\) nm\(^{-1}\), one reciprocal pixel is 0.01226 nm\(^{-1}\), and the origin error along \(z\) is 0.35 pixel. The false strain is
\[
\frac{0.35\times0.01226}{26.67}=1.61\times10^{-4}.
\]
The ramp gives a mean strain of \(-2.45\times10^{-4}\). Subtracting the false part gives \(-4.06\times10^{-4}\), against a true mean of \(-4.05\times10^{-4}\). The correction is possible because the origin error is known in this example. Without a calibrated origin, report relative strain.

For the displacement map, remove both ramps, rotate the object by the phase of its sum, set \(u_z=-\phi/G\), and subtract the mean. The constant phase does not affect strain, because it cancels in \(\Delta\phi\).

Two wrapping limits apply. The neighbour formula needs \(|\Delta\phi|<\pi\). With \(p=8.01\) nm, \(Gp=213.6\), so the apparent strain must stay below \(\pi/213.6=0.015\) in magnitude. A displacement map made without unwrapping also needs the remaining phase to lie within \(\pm\pi\), or \(|u_z|<\pi/G=0.118\) nm. The rms displacement here is 5.5 pm after ramp removal.

The noise-free strain has an rms error of \(2.8\times10^{-7}\). This is the finite-difference error: over a step \(p\), the difference of \(e^{-z/\lambda}\) exceeds its midpoint derivative by the fraction \(p^2/(24\lambda^2)=0.00107\). Multiplication by the rms relative strain, \(2.65\times10^{-4}\), gives the observed value. So small an error is possible because the data were calculated from the voxel object itself. In a real crystal sloping facets cut through voxels, and the intensity extends beyond the detector. The resulting strain error can exceed the counting noise estimated below.

## Choosing voxel size and photon count

For a Poisson count \(k\) with a large mean \(\bar k\), \(\delta\sqrt k\simeq\delta k/(2\sqrt{\bar k})\). Its variance is \(\bar k/(4\bar k)=1/4\). Let \(\boldsymbol\nu\) be this modulus noise. Minimizing \(\|Bh-\boldsymbol\nu\|^2\) gives, outside the constant-phase direction,
\[
h=(B^TB)^+B^T\boldsymbol\nu,\qquad
\mathrm{Cov}(h)=\tfrac14(B^TB)^+ ,
\]
where \(+\) denotes the inverse with the zero eigenvalue omitted. Small eigenvalues amplify noise. The phase error at voxel \(j\) is \(\mathrm{Im}(h_jf_j^*)/|f_j|^2\), and differences of these errors give the strain noise.

A hand estimate follows from the mean eigenvalue. Each voxel contributes one real and one imaginary column to \(B\), whose squared lengths add to one by unitarity. The trace is therefore the number of voxels \(n_v\). Divided by \(2n_v\) unknowns, it gives a mean eigenvalue of \(1/2\). If all eigenvalues had this value, each component of \(h_j\) would have variance \((1/4)/(1/2)=1/2\). With \(N\) photons, \(|f_j|^2=N/n_v\), so the phase variance would be \(n_v/(2N)\). Treating neighbours as independent doubles it for a difference:
\[
\sigma_\varepsilon\approx\frac1{Gp}\sqrt{\frac{n_v}{N}}
=\frac1{213.6}\sqrt{\frac{242}{10^7}}=2.3\times10^{-5}.
\]
The full covariance gives \(2.5\times10^{-5}\). Six noisy fits, started from the true object, gave an rms noise of \(2.7\times10^{-5}\). A complete retrieval from one noisy data set, with the inverted support, had errors of \(2.4\times10^{-5}\) in strain and 0.13 pm in displacement, both rms.

For a two-dimensional crystal of fixed size, \(n_v\propto p^{-2}\). At fixed \(N\), and within the equal-eigenvalue estimate, \(\sigma_\varepsilon\propto p^{-2}\): halving the voxel edge makes the strain noise four times larger. At fixed voxel size, noise falls as \(N^{-1/2}\) while counts remain large enough for the variance formula.

Noise also sets the misfit at which fitting should stop. With a variance of 1/4 at every pixel, and before allowing for fitted parameters, the relative misfit is \(\sqrt{4096/(4\times10^7)}=0.0101\). Fitting 483 freedoms, the constant phase being excluded, reduces it by \(\sqrt{(4096-483)/4096}\) to 0.0095. The noisy retrieval gave 0.0097. Pixels with few counts depart from the variance of 1/4, so the estimate is approximate.

## Guidance for the setting

- Use a grid at least twice the crystal width in each direction, so that the periodic copies of its autocorrelation do not overlap. The example has 24 voxels across a 64-voxel grid.
- Do not cut into the crystal. The true object is then outside the allowed set. A misfit above the counting level can signal this, although partial coherence, facets that cut through voxels, or a failed search can also cause it.
- Keep the margin small, because it weakens the constraint. Multiplying \(F\) by \(e^{i\psi}\), with a small real \(\psi\propto\cos(\mathbf q\cdot\mathbf d+\alpha)\), changes no modulus. To first order it only adds weak copies of \(f\) displaced by \(\pm\mathbf d\). For an object centred in a margin of one voxel there is room for such copies along both axes, and four new continuous freedoms appear at first order. An object shifted by one voxel to the edge of the margin has no such room: only the constant phase stays free, but the next eigenvalue drops from 0.124 to between 0.006 and 0.05. The noise-free retrieval with that margin had a strain error of \(2.8\times10^{-7}\). A search can reach this by settling on a shifted copy, so it does not test the new freedoms. With noisy data and a centred object, the margin can raise the strain error to two or three times its value for the tight outline.
- Use an asymmetric outline of known orientation to choose the twin. A low misfit is no evidence for the choice.
- Record the ramp before removing it. With a calibrated origin, it supplies the mean strain and tilt.

## Reading a real gold crystal

Gold films that break up on heating can leave (111)-oriented crystals a few hundred nanometres across, and strains of \(10^{-4}\) to \(10^{-3}\) are a rough working range. The example lies in that regime, but real crystals are usually compact and need a three-dimensional scan. Ten million photons in a single slice is a generous count. One damaging assumption is the neglect of refraction. At depth \(b\) below a flat top, the incoming and outgoing paths total \(2b/\sin\theta_B\). With refractive-index decrement \(\delta_n\) and X-ray wavenumber \(k\), the phase changes with depth at the rate \(2k\delta_n/\sin\theta_B\); division by \(G=2k\sin\theta_B\) gives a strain scale \(\delta_n/\sin^2\theta_B=4.6\times10^{-4}\) at 9 keV if all 79 electrons per atom are taken as free; the dispersion correction lowers this by several per cent, to about \(4.3\times10^{-4}\). This exceeds the rms relative strain of \(2.65\times10^{-4}\). Beneath a flat top it is uniform and enters the ramp, so it also spoils an uncorrected mean strain. The estimate suits a wide flat crystal, or a beam running along a long ridge. In a compact crystal at this shallow angle, many paths cross the side facets instead. They are shorter, and their contribution to the strain is generally smaller but nonuniform. It is not calculated here and should be corrected from the crystal shape and the beam directions.

Two other estimated effects are smaller for these settings. A Gaussian coherence length of 600 nm, applied equally in both directions, produces an rms strain error of \(1.3\times10^{-5}\) in a fit started from the true object. A temperature drift of 1 K gives a roughly estimated uniform strain of \(1.4\times10^{-5}\), which enters the ramp. Multiple scattering needs more care. The extinction length in the numerical output, 1.7 µm, is for transmission through planes normal to the entrance surface. Here the planes are parallel to the flat top, so \(\cos\theta_B\) in that formula becomes \(\sin\theta_B\). With \(\theta_B=17^\circ\) the length is \(\Lambda=0.51\) µm. In this reflection geometry the intensity at the peak falls by \(1/e\) over a depth \(\Lambda/2\pi\simeq81\) nm, or roughly 110 nm with a realistic 111 form factor in place of 79 electrons per atom. Both are less than the crystal height. For a wide unstrained slab of thickness \(t=128\) nm, single scattering gives a peak reflectivity \((\pi t/\Lambda)^2=0.62\), against \(\tanh^2(\pi t/\Lambda)=0.43\) with multiple scattering. A two-wave estimate for such a slab with the model strain profile puts the change in relative strain at a few times \(10^{-5}\), comparable to the counting noise. Single scattering is therefore not safe for a wide crystal of this height or for a beam along the ridge; its error for a compact crystal is not calculated here.

## Computed results

```
(111) plane spacing: 0.2356 nm;  G: 26.674 1/nm
voxel: 8.009 nm;  q pixel: 0.01226 1/nm;  grid: 64 x 64
ridge width: 192.2 nm;  height: 128.1 nm
voxels in crystal: 242;  neighbour pairs along z: 218
model strain at substrate: -1.0e-03;  decay: 50 nm
model lateral length: 200 nm
true mean strain: -4.053e-04
true rms strain about mean: 2.653e-04
true rms displacement, ramp removed: 5.490 pm
atomic sum vs voxel object, max gap/peak: 1.90e-03
neglected q.u term, max amplitude/peak: 7.71e-04
q origin error (z, x): 0.35, -0.25 pixel
brightest pixel (z, x): 0, 0
false strain from z origin error: 1.608e-04
plain projections, misfit at start: 1.023e+00
plain projections, misfit after 200 steps: 4.876e-02
inverted outline: misfit 2.94e-16, starts used 1
upright outline: misfit 3.07e-16, starts used 1
shape score as found: 0.7273;  twin: 1.0000
bottom-layer relative strain, right twin: -4.472e-04
bottom-layer relative strain, wrong twin: 3.242e-04
mean strain read from ramp, uncorrected: -2.449e-04
mean strain after q-origin correction: -4.057e-04
noise-free rms displacement error: 1.80e-14 pm
noise-free rms strain error: 2.84e-07
smallest two Gram eigenvalues: 8.1e-17, 1.239e-01
photons in slice: 1.0e+07;  brightest pixel: 5.641e+05
predicted rms strain noise: 2.491e-05
rms strain noise from 6 noisy fits: 2.650e-05
noisy full retrieval, misfit: 9.657e-03
misfit expected from counting: 1.012e-02
noisy full retrieval, rms displacement error: 0.131 pm
noisy full retrieval, rms strain error: 2.434e-05
support one voxel too wide, misfit: 2.95e-16
support one voxel too wide, rms strain error: 2.84e-07
coherence length (Gaussian rms): 600 nm
rms strain error from partial coherence: 1.27e-05
photon energy: 9.0 keV;  wavelength: 0.1378 nm
Bragg angle: 17.00 degree
refraction strain scale: 4.63e-04
extinction length, lower estimate: 1663 nm
uniform thermal strain for 1 K drift: 1.4e-05
```
